# Emission Time Constant at the Peak of a Deep-Level Transient Signal

## The problem

A reverse-biased p+n diode contains one electron trap. A short pulse towards zero bias fills the trap, and the reverse bias is restored at $t=0$. As the trapped electrons escape, the capacitance recovers as

$$C(t)=C_0-\Delta C\,e^{-t/\tau},\qquad \Delta C>0 .$$

The capacitance is sampled at $t_1=1$ ms and $t_2=2$ ms, and the difference

$$S=C(t_2)-C(t_1)=\Delta C\left(e^{-t_1/\tau}-e^{-t_2/\tau}\right)$$

is recorded while the temperature is slowly scanned. The time constant $\tau$ falls as the temperature rises, and $S$ passes through a maximum. What is $\tau$ at that maximum? Take $\Delta C$ as independent of temperature.

## A tempting solution

The difference between two samples measures how fast the capacitance is changing between them. The slope of the transient is

$$\frac{dC}{dt}=\frac{\Delta C}{\tau}e^{-t/\tau}.$$

Evaluate it at the midpoint $t_m=(t_1+t_2)/2$ and multiply by the interval $\delta=t_2-t_1$:

$$S\approx \Delta C\,\frac{\delta}{\tau}\,e^{-t_m/\tau}.$$

The maximum follows from the logarithm:

$$\frac{d\ln S}{d\tau}=-\frac1\tau+\frac{t_m}{\tau^2}=0
\quad\Rightarrow\quad \tau=t_m=1.5\ \text{ms}.$$

The differentiation is correct, and the answer lies between the two sampling times, as seems reasonable. It is nevertheless wrong.

## Where it fails

The fault is the replacement of a finite difference by a slope at one point. Write $t_1=t_m-\delta/2$ and $t_2=t_m+\delta/2$ in the definition of $S$:

$$S=\Delta C\,e^{-t_m/\tau}\left(e^{\delta/2\tau}-e^{-\delta/2\tau}\right)
=\Delta C\,\frac{\delta}{\tau}e^{-t_m/\tau}\;\frac{\sinh y}{y},\qquad y=\frac{\delta}{2\tau}.$$

The tempting solution drops the factor $\sinh y/y$. A constant factor would do no harm, but this one depends on $\tau$. Its series $1+y^2/6+\dots$ has positive terms, so it grows as $\tau$ becomes shorter. It favours fast emission and pulls the maximum below 1.5 ms. The factor can be dropped when $\delta\ll 2\tau$, but here the interval is as long as $t_1$ itself.

## The right solution

Differentiate the two exponentials as they stand. Since $d(e^{-t/\tau})/d\tau=(t/\tau^2)e^{-t/\tau}$,

$$\frac{dS}{d\tau}=\frac{\Delta C}{\tau^2}\left(t_1e^{-t_1/\tau}-t_2e^{-t_2/\tau}\right).$$

The bracket vanishes when $t_1e^{-t_1/\tau}=t_2e^{-t_2/\tau}$. Dividing by $t_1e^{-t_2/\tau}$ gives

$$e^{(t_2-t_1)/\tau}=\frac{t_2}{t_1}
\quad\Rightarrow\quad
\tau_{\max}=\frac{t_2-t_1}{\ln(t_2/t_1)} .$$

For $\tau<\tau_{\max}$ the left-hand exponential exceeds $t_2/t_1$ and the bracket is positive, so $S$ rises with $\tau$. For $\tau>\tau_{\max}$ it is negative and $S$ falls. The stationary point is therefore the single maximum. With the given times,

$$\tau_{\max}=\frac{1\ \text{ms}}{\ln 2}=\frac{1\ \text{ms}}{0.69315}=1.44\ \text{ms},$$

which corresponds to an emission rate of $693\ \text{s}^{-1}$.

The experiment scans temperature, not $\tau$. By the chain rule $dS/dT=(dS/d\tau)(d\tau/dT)$. Because $d\tau/dT$ is negative throughout, the two maxima coincide.

The ratio $t_2/t_1=2$ allows a check without calculus. Let $x=e^{-t_1/\tau}$, so that $e^{-t_2/\tau}=x^2$ and

$$\frac{S}{\Delta C}=x-x^2=\frac14-\left(x-\frac12\right)^2 .$$

The maximum is at $x=1/2$: half of the trapped electrons have left at the first sample and three quarters at the second. The peak height is one quarter of the full transient amplitude. At $\tau=1.5$ ms the signal is $0.24982\,\Delta C$, less than 0.1% below the peak. The height of the signal thus hardly reveals the error; what is wrong is the time constant assigned to the peak temperature.

## Other sampling windows

Let $s=\delta/(2t_m)$, so that $t_2/t_1=(1+s)/(1-s)$. The logarithm is $2(s+s^3/3+\dots)$, and

$$\tau_{\max}=\frac{2st_m}{2(s+s^3/3+\dots)}\approx t_m\left(1-\frac{s^2}{3}\right).$$

The midpoint answer is thus the limit of closely spaced samples. Here $s=1/3$, and the correction gives $1.5\,(1-1/27)=1.44$ ms. For a wider window, 1 ms and 5 ms, the full formula gives $4/\ln5=2.49$ ms, whereas the midpoint is 3 ms, about 21% too long.

The spacing also sets the signal height. With $\rho=t_2/t_1$, the peak condition is $e^{-t_2/\tau}=e^{-t_1/\tau}/\rho$, and $t_1/\tau_{\max}=\ln\rho/(\rho-1)$. Hence

$$\frac{S_{\max}}{\Delta C}=\rho^{-1/(\rho-1)}\left(1-\frac1\rho\right).$$

This tends to $(\rho-1)/e$ for close samples, to one for widely separated samples, and equals $1/4$ at $\rho=2$. Close samples make the midpoint rule accurate at the price of a small signal.

## Why the capacitance has this form

After the pulse most of the trap region is depleted of free electrons, so recapture is neglected. This fails near the region's outer edge, where the trap level approaches the Fermi level and capture becomes as fast as emission. If hole emission is also negligible, the filled-trap density obeys $dn/dt=-n/\tau$, giving $n=N_te^{-t/\tau}$.

Take an acceptor-like trap, negative when filled and neutral when empty, which empties between depths $a$ and $b$ measured from the junction. Closer to the junction than $a$, the pulse does not fill it. Beyond $b$ it stays filled, because its level lies below the Fermi level there; the small fixed charge of those traps is ignored, and $b$ is held fixed. The positive donor charge $N_d$ is reduced by $n$ between $a$ and $b$. Integrating Poisson's equation twice gives the total junction voltage

$$V=\frac q\varepsilon\int_0^w x\,N(x)\,dx
=\frac{q}{2\varepsilon}\left[N_dw^2-n(b^2-a^2)\right],$$

where $w$ is the momentary depletion width. When the traps are empty, $V=qN_dW^2/2\varepsilon$. The voltage is held fixed, so

$$w^2=W^2+\frac{n}{N_d}(b^2-a^2).$$

With $C=\varepsilon A/w$ for diode area $A$, $C_0=\varepsilon A/W$, $r=N_t/N_d$ and $f=(b^2-a^2)/W^2$,

$$C=C_0\left(1+rf\,e^{-t/\tau}\right)^{-1/2}\approx C_0-\frac{C_0rf}{2}e^{-t/\tau}.$$

The last step requires $rf\ll1$ and identifies $\Delta C=C_0rf/2$. Escaping electrons raise the net positive charge, the depletion layer narrows and the capacitance grows. This is why $S$ is positive.

## From time constant to temperature

In equilibrium, emission from filled traps balances capture into empty ones. With occupied fraction $p$, capture cross-section $\sigma$, mean thermal speed $v$ and free-electron density $n_f$,

$$\frac{p}{\tau}=\sigma v n_f(1-p).$$

For a non-degenerate band, $n_f=N_ce^{-(E_c-E_F)/kT}$. With no extra level degeneracy, $(1-p)/p=e^{(E_t-E_F)/kT}$. The Fermi energy cancels:

$$\frac1\tau=\sigma vN_c\,e^{-E_a/kT},\qquad E_a=E_c-E_t .$$

Since $v\propto T^{1/2}$ and $N_c\propto T^{3/2}$, a temperature-independent $\sigma$ gives a prefactor proportional to $T^2$, and

$$\frac{d\ln\tau}{dT}=-\frac1T\left(2+\frac{E_a}{kT}\right)<0 .$$

Take $E_a=0.40$ eV, $\sigma=10^{-15}$ cm², $N_d=10^{15}$ cm⁻³ and $N_t=10^{13}$ cm⁻³, with a reverse bias of 5 V and a filling pulse to 0 V. The signal then peaks at 231.7 K. There $v=1.82\times10^7$ cm/s, $N_c=1.912\times10^{19}$ cm⁻³ and $E_a/kT=20.034$, so

$$\frac1\tau=(10^{-15})(1.82\times10^7)(1.912\times10^{19})\,e^{-20.034}\ \text{s}^{-1}\approx 693\ \text{s}^{-1},$$

as the window requires. In the neutral n-region $E_c-E_F=kT\ln(N_c/N_d)=0.197$ eV. With a band gap of 1.12 eV and the Fermi level of the p+ side taken at its valence-band edge, the built-in voltage is 0.923 V. In the depletion approximation, which ignores the gradual tail of free electrons at the edge, a band bending $U$ needs a depleted width $\sqrt{2\varepsilon U/qN_d}$, with relative permittivity 11.7. This is 2.768 µm at 5.923 V, under reverse bias, and 1.093 µm at 0.923 V, during the pulse. The trap level crosses the Fermi level where the bands have bent by $0.400-0.197=0.203$ eV, which is 0.513 µm inside the depletion edge. The traps therefore empty between $a=1.093-0.513=0.580$ µm and $b=2.768-0.513=2.255$ µm. Hence $f=(2.255^2-0.580^2)/2.768^2=0.620$. With $C_0=37.43$ pF, $\Delta C=37.43\times0.01\times0.620/2=0.116$ pF, and the peak signal is a quarter of this, 29 fF. The free-electron tail and the holes that spill over from the p+ side, both ignored here, would raise $f$ to about 0.64 and $\Delta C$ by about 5%.

The peak is broad. Setting $x-x^2=1/8$ gives $x=(1\pm1/\sqrt2)/2$, or time constants of 6.3 and 0.52 ms, reached at 217.1 and 242.9 K. The value 1.44 ms belongs to the maximum, not to the whole peak.

A second window, 10 and 20 ms, has $\tau_{\max}=14.427$ ms and peaks at 209.69 K. Because $\ln(\tau T^2)=\text{constant}+E_a/kT$, the trap depth follows from the two peaks:

$$E_a=k\,\frac{\ln(14.427/1.4427)+2\ln(209.69/231.70)}{1/209.69-1/231.70}
=k\,\frac{2.3026-0.1996}{4.530\times10^{-4}\ \text{K}^{-1}}=0.400\ \text{eV}.$$

Midpoints in both windows would multiply both time constants by the same 1.04. The slope, and so $E_a$, would survive, but the inferred cross-section would be about 4% too small. If the ratio $t_2/t_1$ differed between windows, the factors would differ and $E_a$ would be affected too.

## When the amplitude is not constant

Suppose the transient amplitude $A_s$ varies slowly with temperature, and therefore with $\tau$. The resulting shift depends on how sharply $\ln S$ is curved at its peak. Since $dx/d\ln\tau=(t_1/\tau)x$, its value at the peak is $(\ln2)/2$. There $d(x-x^2)/dx=0$ and the second derivative is $-2$, so

$$\frac{d^2\ln S}{d(\ln\tau)^2}=\frac{-2\,(\ln2/2)^2}{1/4}=-2\ln^22=-0.961 .$$

The new maximum is where the slope of $\ln A_s$ balances this curvature:

$$\delta\ln\tau=\frac{1}{2\ln^22}\,\frac{d\ln A_s}{d\ln\tau}.$$

In the example, the built-in voltage and the boundaries $a$ and $b$ change with temperature. Including this, with recapture still neglected, moves $\tau$ at the peak to 1.426 ms, about 1.1% below the ideal value. The negative shift means that the amplitude grows with temperature here. The neglected recapture is a larger effect of opposite sign. Near $b$ the traps relax at the sum of the emission and capture rates, over a layer of thickness about $kT/qF_b=0.025$ µm, where $F_b$ is the field at $b$. These faster traps pull the peak to lower temperature, with $\delta\ln\tau\approx 2b\,(kT/qF_b)/(b^2-a^2)\approx+0.024$. With both effects the emission time constant at the peak is about 1.46 ms.

Finite gates act in the same way. Averaging each exponential over a gate of width $g$ multiplies both samples by $\sinh(g/2\tau)/(g/2\tau)\approx1+g^2/24\tau^2$, whose logarithmic slope is $-g^2/12\tau^2$. For $g=0.2$ ms this gives $\delta\ln\tau=-0.0016/0.961=-0.0017$, or 1.440 ms.

Finite trap density also distorts the exponential. The next term in the capacitance expansion changes $x-x^2$ to $x-x^2-\tfrac34rf(x^2-x^4)$. Its derivative vanishes at $x\approx\tfrac12-\tfrac{3}{16}rf$, and dividing the change in $x$ by $(\ln2)/2$ gives $\delta\ln\tau\approx-0.54\,rf$. For $rf=0.0062$ the peak is at 1.438 ms. With ten times more traps and $f$ held fixed, the full capacitance law gives 1.397 ms. These figures hold only while $b$ is fixed. In a junction $b$ follows the depletion edge, so traps just beyond its final position empty early and refill as the layer narrows. For a sharp boundary this adds $\delta\ln\tau\approx+0.72\,rb/W$. This term is of the same order in $r$ and is larger here ($+0.59\,r$ against $-0.34\,r$), so the net shift is towards longer $\tau$. Solving Poisson's equation together with capture and emission gives about $+4\%$ for the tenfold trap density.

## The model beside a real silicon diode

The doping, trap depth and cross-section are round values in the regime of a silicon p+n diode containing a deep level, with rough values for the permittivity, band gap and electron masses. A trap density of 1% of the doping suits deliberately contaminated or damaged material; clean silicon has far fewer traps. The maximum field, $4.3\times10^4$ V/cm, is well below breakdown at roughly $3\times10^5$ V/cm. One assumption that a real junction strains is that emission is purely thermal and the same at every depth. An electron can be thermally excited part of the way and tunnel through the remaining barrier. For a triangular barrier of height $zkT$ in a field $F$, the tunnelling exponent is

$$\frac2\hbar\int_0^{zkT/qF}\sqrt{2m(zkT-qFs)}\,ds=Kz^{3/2},\qquad K=\frac{4\sqrt{2m}\,(kT)^{3/2}}{3q\hbar F},$$

and the rate is multiplied by about $1+\int_0^{E_a/kT}e^{z-Kz^{3/2}}dz$. In silicon the tunnelling mass depends on direction, and a lighter mass raises the rate. With the single average value $m=0.27\,m_0$, this estimate gives factors from 1.64 at $a$ to 1.19 at $b$. With these factors the peak moves down by 3.3 K, to 228.4 K. The time constant from the mean in-field rate there, each depth $x$ weighted by $x$ as in the Poisson integral, is still 1.44 ms, but the zero-field value at that temperature would be 1.98 ms. The window therefore reports emission as it occurs in the junction, which need not be the zero-field property of the trap. The factors themselves only illustrate this and are too large for so weak a field. Here $K$ runs from 2.9 at $a$ to 12 at $b$, so the integral comes mostly from $z$ below 1, where the tunnelling exponent is of order one or less and the semiclassical factor is unreliable. The exact thermally weighted density of band states in a uniform field grows only by $e^{4/27K^2}$, which is 1.02 at $a$; with an energy-independent coupling to the band this moves the peak by less than 0.1 K. A donor-like trap is different: the field lowers its Coulomb barrier (the Poole–Frenkel effect), and the rate would rise by factors of about 2.7 at $a$ and 1.5 at $b$.

An error in the emission prefactor behaves differently from a distorted transient. Halving the prefactor, as a level degeneracy or another choice of electron mass might do, moves the peak to 239.2 K but leaves $\tau$ there at 1.44 ms. Hole emission, estimated with equal prefactors, is slower by a factor of about $10^7$. Filling takes about 55 ns at the full electron density, but far longer near $a$, where few free electrons are present even during the pulse. At $a$ itself capture is only as fast as emission, so the traps there are at most half filled and approach that state with time constant $\tau/2\approx0.7$ ms. A pulse of a few milliseconds brings the whole range to equilibrium; a 1 µs pulse leaves the part next to $a$ incompletely filled but already gives about 93% of the amplitude. Two levels with overlapping peaks would break the single-exponential assumption itself, and the maximum of their sum would not in general mark 1.44 ms for either level. The numerical output lists the values of the fixed-boundary model.

## Calculated quantities

```
first sample time t1: 1 ms
second sample time t2: 2 ms
ln(t2/t1): 0.69315
tau at maximum, formula: 1.4427 ms
tau at maximum, temperature scan: 1.4427 ms
emission rate at maximum: 693.1 1/s
peak height S/DeltaC: 0.2500
midpoint of sample times: 1.5 ms
S/DeltaC at midpoint tau: 0.24982
trap depth Ea: 0.4 eV
capture cross-section: 1e-15 cm2
doping Nd: 1e+15 cm^-3
trap density Nt: 1e+13 cm^-3
relative permittivity: 11.7
band gap: 1.12 eV
density-of-states mass: 1.08 m0
thermal and tunnelling mass: 0.27 m0
diode area: 0.01 cm2
reverse bias: 5 V
mean thermal speed at peak: 1.82e+07 cm/s
band density Nc at peak: 1.912e+19 cm^-3
peak temperature: 231.70 K
lower half-height temperature: 217.11 K
upper half-height temperature: 242.91 K
tau at lower half-height: 6.315 ms
tau at upper half-height: 0.5205 ms
tau for 10 ms and 20 ms window: 14.427 ms
peak temperature, that window: 209.69 K
Ea from the two peaks: 0.4000 eV
total junction voltage: 5.923 V
depletion width W: 2.768 um
emptying range start a: 0.580 um
emptying range end b: 2.255 um
depth factor f: 0.620
capacitance C0: 37.43 pF
transient amplitude DeltaC: 116.0 fF
peak signal S: 29.0 fF
tau at peak, amplitude varies with T: 1.4264 ms
tau at peak, Nt/Nd as given: 1.4379 ms
tau at peak, Nt/Nd ten times larger: 1.3969 ms
gate width: 0.2 ms
tau at peak, finite gates: 1.4403 ms
maximum junction field: 4.28e+04 V/cm
tunnelling rate factor at that field: 1.79
rate factor at a: 1.64
rate factor at b: 1.19
peak temperature with tunnelling: 228.42 K
in-field tau from mean rate: 1.442 ms
zero-field tau at that temperature: 1.979 ms
peak temperature, prefactor halved: 239.21 K
tau at peak, prefactor halved: 1.4427 ms
hole/electron emission, equal prefactors: 1.1e-07
capture time during filling: 54.9 ns
Nd/Nc at peak: 5.2e-05
```
